# Electrostatic potential step across a neutral 90 degree ferroelectric wall

## Result and conventions

A head-to-tail 90 degree wall in a tetragonal ferroelectric carries no net bound charge, yet the electrostatic potential can differ on its two sides. Let \(s\) be the coordinate along the wall normal and \(r\) the in-plane direction along which the polarization reverses. Far from the wall,

\[
(P_r,P_s)\to(\mp p,\;p)\quad (s\to\mp\infty),\qquad p=P_0/\sqrt2 ,
\]

where \(P_0\) is the spontaneous polarization. Inside the wall the normal component is \(P_s=p+d(s)\). If there is no free charge and no field in the domains,

\[
\Delta\phi\equiv\phi(+\infty)-\phi(-\infty)=\frac{1}{\epsilon_b}\int_{-\infty}^{\infty}d\,ds. \tag{1}
\]

Here \(\epsilon_b\) is the background permittivity, which describes the response not contained in \(P\). For a quartic local energy and small \(d\),

\[
\Delta\phi\simeq\frac{4Bp^3L}{1+4\epsilon_bCp^2},\qquad L=\frac1p\sqrt{\frac{G_r}{A}} . \tag{2}
\]

The coefficients \(A,B,C\) contain the Landau energy and the elastic clamping of the wall, and \(G_r\) is a gradient coefficient. All are defined below. Equations are in SI units.

The model is a static, planar, mean-field wall with \(P_z=0\), a linear background, small strains and no flexoelectricity. The step is a property of the material's energy function, and its sign in (2) is that of \(B\).

## A dipole layer without net charge

All fields depend on \(s\) alone. The bound charge density is \(\rho=-dP_s/ds=-d'\), where a prime denotes \(d/ds\). Its integral is

\[
\int\rho\,ds=-[d]_{-\infty}^{\infty}=0 ,
\]

because \(d\) vanishes in both domains. Without free charge, \(D_s=\epsilon_bE+P_s\) is uniform. Its far value is \(p\), since \(E=0\) there. Hence

\[
\epsilon_bE+p+d=p\quad\Longrightarrow\quad E=-d/\epsilon_b .
\]

Since \(E=-\phi'\), integration gives (1). The first moment of the charge gives the same quantity:

\[
\int s\rho\,ds=-[sd]_{-\infty}^{\infty}+\int d\,ds=\int d\,ds .
\]

The boundary term vanishes because \(d\) decays exponentially. The wall is therefore a dipole layer with dipole moment \(\int d\,ds\) per area. For \(d>0\) the dipole points along \(+s\), the field inside the wall points along \(-s\), and the potential is higher on the \(+s\) side. An electron's electrostatic energy is then lower there by \(e\Delta\phi\).

## Local energy in wall axes

For \(P_z=0\), take the stress-free Landau energy, measured from its minimum, as

\[
f=b(P_x^2+P_y^2-P_0^2)^2+kP_x^2P_y^2,\qquad b,k>0 .
\]

At \((P_0,0)\) its second derivatives are \(8bP_0^2\) along the polarization and \(2kP_0^2\) across it. Equating them to the inverse lattice susceptibilities gives

\[
b=\frac{1}{8P_0^2\epsilon_0\chi_\parallel},\qquad
k=\frac{1}{2P_0^2\epsilon_0\chi_\perp}.
\]

The wall axes follow from \(P_x=(P_s+P_r)/\sqrt2\) and \(P_y=(P_s-P_r)/\sqrt2\). Define

\[
u=P_r^2-p^2,\qquad v=P_s^2-p^2 .
\]

Then \(P_x^2+P_y^2-P_0^2=u+v\), because \(P_0^2=2p^2\), and \(P_xP_y=(P_s^2-P_r^2)/2=(v-u)/2\). Therefore

\[
f=b(u+v)^2+\tfrac k4(v-u)^2
=\tfrac12A_0u^2+B_0uv+\tfrac12C_0v^2,
\]
\[
A_0=C_0=2b+k/2,\qquad B_0=2b-k/2 .
\]

### Elastic clamping

Coherence of a planar wall requires the strains \(e_{rr},e_{zz},e_{rz}\) to be uniform. They keep the spontaneous values of the domains, which agree on the two sides because those components depend on \(P_r^2\). Mechanical equilibrium requires \(\sigma_{is}'=0\), and these stresses vanish because the domains are stress-free.

The spontaneous strain follows from electrostriction, with \(e_{xy}=Q_{44}P_xP_y/2\) as a tensor component. Since \(r\) lies along \(x-y\),

\[
e_{rr}=\tfrac12(e_{xx}+e_{yy})-e_{xy}
=\tfrac12(Q_{11}+Q_{12})(P_r^2+P_s^2)-\tfrac14Q_{44}(P_s^2-P_r^2),
\]

and \(e_{zz}=Q_{12}(P_r^2+P_s^2)\). The deviation of \((e_{rr},e_{zz})\) from its domain value is thus \(q_uu+q_vv\), with

\[
q_u=\begin{pmatrix}\frac{Q_{11}+Q_{12}}2+\frac{Q_{44}}4\\ Q_{12}\end{pmatrix},\quad
q_v=\begin{pmatrix}\frac{Q_{11}+Q_{12}}2-\frac{Q_{44}}4\\ Q_{12}\end{pmatrix}.
\]

Elastic strain must cancel this deviation. The component \(e_{rz}\) needs no stress when \(P_z=0\), so only \(\sigma_{rr}\) and \(\sigma_{zz}\) act, through the compliance block

\[
S=\begin{pmatrix}\frac{s_{11}+s_{12}}2+\frac{s_{44}}4&s_{12}\\ s_{12}&s_{11}\end{pmatrix},\qquad
\sigma=-S^{-1}(q_uu+q_vv).
\]

The stored energy \(\frac12\sigma^{T}S\sigma\) is quadratic in \(u\) and \(v\). It renormalizes the coefficients without changing the form of the energy:

\[
w=\tfrac12Au^2+Buv+\tfrac12Cv^2, \tag{3}
\]
\[
A=A_0+q_u^TS^{-1}q_u,\quad B=B_0+q_u^TS^{-1}q_v,\quad C=C_0+q_v^TS^{-1}q_v .
\]

## Wall equations and a force identity

Add the gradient energy \(\frac12G_rP_r'^2+\frac12G_sP_s'^2\). A product \(P_r'P_s'\) is excluded by the reflection \(r\to-r\), which reverses \(P_r\) and leaves \(P_s\) unchanged. In equilibrium the local force balances the gradient term and, for \(P_s\), the field \(E=-d/\epsilon_b\):

\[
G_rP_r''=2P_r(Au+Bv), \tag{4}
\]
\[
G_sd''=2(p+d)(Bu+Cv)+d/\epsilon_b. \tag{5}
\]

The first term on the right of (5) is \(\partial w/\partial P_s\). Integrate (5) over the whole line. The left side gives \(G_s[d']=0\), so (1) becomes

\[
\Delta\phi=-\int\frac{\partial w}{\partial P_s}\,ds. \tag{6}
\]

This holds for any local energy \(w\) within the stated wall model; neither small \(d\) nor the quartic form was used. The step thus measures the total normal force that the lattice exerts on the polarization. The field must balance that force.

## Closed form for small normal deviation

At leading order set \(v=0\) in (4):

\[
G_rP_r''=2AP_r(P_r^2-p^2).
\]

Try \(P_r=p\tanh(s/L)\). Its second derivative is \(-2(p/L^2)\tanh(s/L)\,\mathrm{sech}^2(s/L)\), while the right side is \(-2Ap^3\tanh(s/L)\,\mathrm{sech}^2(s/L)\). They agree when \(G_r/L^2=Ap^2\), which is the \(L\) in (2). The profile also gives

\[
u=-p^2\mathrm{sech}^2(s/L),\qquad \int u\,ds=-2p^2L .
\]

Now linearize (5) in \(d\), using \(v\simeq2pd\). The product \(2dBu\) is dropped; its effect is restored in the next section. Thus

\[
G_sd''-\left(\frac1{\epsilon_b}+4Cp^2\right)d=2pBu. \tag{7}
\]

Integration removes the derivative term:

\[
\left(\frac1{\epsilon_b}+4Cp^2\right)\int d\,ds=4Bp^3L .
\]

Division by \(\epsilon_b\), as (1) requires, gives (2). At this order \(G_s\) broadens the excess but leaves its area unchanged.

The sign has a direct reading. At the wall centre \(u<0\), and the coupling \(Buv\) with \(B>0\) favours \(v>0\), hence a larger \(P_s\). The polarization tends to preserve its length as it turns. With \(B<0\) the normal component shrinks and the step reverses. At \(B=0\), \(d=0\) solves (5) and there is no step in this quartic model.

## Small background permittivity

The factor \(1/\epsilon_b\) in (1) does not make the step diverge as \(\epsilon_b\to0\). The field suppresses \(d\) in proportion to \(\epsilon_b\), and the limit is

\[
\Delta\phi_0=4Bp^3L=4Bp^2\sqrt{G_r/A}.
\]

The next order shows what (2) omits. From (5), \(d=-2\epsilon_bpBu+O(\epsilon_b^2)\), so \(v=-4\epsilon_bp^2Bu\) to this order. Substitution in (4) replaces \(A\) by \(A-4\epsilon_bp^2B^2\), and since \(L\propto A^{-1/2}\) the width becomes \(L(1+2\epsilon_bp^2B^2/A)\). Expanding (6),

\[
\Delta\phi=-2pB\int u\,ds-2pC\int v\,ds-2B\int du\,ds+O(\epsilon_b^2).
\]

Here \(du\) is the product of \(d\) and \(u\). The three terms are

\[
-2pB\int u\,ds=\Delta\phi_0\left(1+2\epsilon_bp^2B^2/A\right),
\]
\[
-2pC\int v\,ds=8\epsilon_bp^3BC\int u\,ds=-4\epsilon_bp^2C\,\Delta\phi_0,
\]
\[
-2B\int du\,ds=4\epsilon_bpB^2\int u^2ds
=\tfrac43\epsilon_bp^2B\,\Delta\phi_0 ,
\]

where \(\int u^2ds=\frac43p^4L\). Collecting them,

\[
\Delta\phi=\Delta\phi_0\left[1+\epsilon_bp^2\left(\frac{4B}3+\frac{2B^2}{A}-4C\right)+O(\epsilon_b^2)\right]. \tag{8}
\]

Formula (2) contains the \(-4C\) term. The other two come from the product \(du\) and from the widening of the wall.

## Worked example

The inputs are rough values in the regime of lead titanate at room temperature: \(P_0=75\ \mu\mathrm{C/cm^2}\), \(\chi_\parallel=70\), \(\chi_\perp=120\), \(\epsilon_b=7\epsilon_0\), \(G_r=1\times10^{-10}\) and \(G_s=2\times10^{-10}\ \mathrm{J\,m^3/C^2}\). The electrostriction coefficients \(Q_{11},Q_{12},Q_{44}\) are \(0.09,-0.026,0.068\ \mathrm{m^4/C^2}\), and the compliances \(s_{11},s_{12},s_{44}\) are \(8,-2.5,9\ \mathrm{TPa^{-1}}\).

The susceptibilities give \(b=3.585\) and \(k=8.366\), in units of \(10^8\ \mathrm{J\,m^5/C^4}\), which also apply to \(A,B,C\). Hence \(A_0=C_0=11.35\) and \(B_0=2.988\). For the clamping,

\[
q_u=(0.049,-0.026),\quad q_v=(0.015,-0.026),\quad
S=\begin{pmatrix}5&-2.5\\-2.5&8\end{pmatrix}\mathrm{TPa^{-1}} .
\]

The determinant of \(S\) is \(33.75\ \mathrm{TPa^{-2}}\), so \(S^{-1}q_u=(0.327,-0.0075)/33.75\ \mathrm{TPa\,m^4/C^2}\), with \(q_u\) and \(q_v\) in \(\mathrm{m^4/C^2}\). Its products with \(q_u\) and \(q_v\) add \(4.81\) to \(A_0\) and \(1.51\) to \(B_0\). The same procedure for \(C\) completes

\[
A=16.16,\qquad B=4.499,\qquad C=12.31 .
\]

With \(p=0.5303\ \mathrm{C/m^2}\),

\[
L=\frac{1}{0.5303}\sqrt{\frac{10^{-10}}{16.16\times10^8}}\ \mathrm m=0.469\ \mathrm{nm},
\]
\[
\Delta\phi_0=4(4.499\times10^8)(0.5303)^3(0.4691\times10^{-9})\ \mathrm V=0.126\ \mathrm V .
\]

The denominator in (2) is \(1.086\), so the closed form gives \(0.116\) V. Numerical solution of (4) and (5) gives \(0.117\) V, about 1% higher. An electron's electrostatic energy therefore falls by \(0.117\) eV across the wall.

The correction in (8) is \(-0.0710\) by formula. The numerical value, obtained at one twentieth of \(\epsilon_b\) and scaled back, is \(-0.0708\). Equation (8) thus gives \(0.126(1-0.071)=0.117\) V.

The peak excess is \(0.715\ \mu\mathrm{C/cm^2}\), or 1.3% of \(p\), which supports the linearization. Each charge lobe carries this same magnitude, because the charge on one side is the change of \(P_s\) between the centre and the domain. The peak field is \(1.15\) MV/cm, but it is confined to the wall. The integrated excess, \(0.728\ \mu\mathrm{C\,nm/cm^2}\), divided by \(\epsilon_b\) returns the step.

Three changes of input, with all other coefficients fixed, display the mechanism:

- Reversing \(B\) gives \(-0.1155\) V, against \(+0.1174\) V. The magnitude is slightly smaller, as expected from the term \(4B/3\) in (8), whose relative contribution changes sign.
- Tripling \(G_s\) lowers the peak excess to \(0.642\ \mu\mathrm{C/cm^2}\) but leaves the step at \(0.117\) V.
- Doubling \(\epsilon_b\) lowers the step to \(0.110\) V. The excess nearly doubles, so an explicit \(1/\epsilon_b\) scaling would be wrong.

A profile that ignores electrostatics cannot be inserted in (1). If the polarization is assumed to turn at constant length, \(P_s=\sqrt{P_0^2-P_r^2}\), the integral gives \(3.5\) V, thirty times the self-consistent value. That profile does not satisfy (5).

## Several walls and electrical boundary conditions

The step depends on \(P_r\) through \(P_r^2\). A wall from \(+p\) to \(-p\) therefore has the same step as one from \(-p\) to \(+p\). In a head-to-tail stack with \(P_s\simeq p\) throughout, successive steps add. Reversing the polarization everywhere reverses each step.

If the average field is held at zero by a short circuit, the domains must compensate the staircase. For a wall spacing \(D_w\) much larger than \(L\),

\[
E_{\mathrm{domain}}\simeq\Delta\phi/D_w , \tag{9}
\]

directed along \(+s\) for \(\Delta\phi>0\), opposite to the field in the walls. At \(D_w=50\) nm the estimate is \(0.0235\) MV/cm. Solving the periodic array, with the tangential strains kept at their zero-field values, gives the same field to within 0.2%.

If instead the domains are field-free and no charge moves, about 26 such steps add up to 3 V, the potential that matches a rough band gap of 3 eV. A long insulating stack cannot continue this staircase indefinitely without charge transfer.

Mobile carriers impose a different condition. The two domains are equivalent by symmetry, so for equal doping their band edges lie at the same distance from the Fermi level. In equilibrium the Fermi level is uniform, and the total potential difference between points deep in the two domains must vanish. Space charge around the wall then cancels the dipole step. The linear screening length is

\[
\lambda_D=\sqrt{\epsilon_{\mathrm{st}}k_BT/(e^2n)},\qquad
\epsilon_{\mathrm{st}}=\epsilon_b+\epsilon_0(\chi_\parallel+\chi_\perp)/2 ,
\]

because the normal makes 45 degrees with the polarization. This uses the stress-free susceptibilities; clamping in the wall plane shortens the length by only about 2% in the example. Here \(n\) is the carrier density in the domains. At 300 K and an assumed \(n=10^{17}\ \mathrm{cm^{-3}}\) the length is 38 nm, far more than \(L\). The step survives locally and is compensated over a few screening lengths, here of order 100 nm, and farther on the depleted side than on the accumulated one. Since \(e\Delta\phi=4.5k_BT\), linear screening gives the scale of this region, not its detailed profile.

## Comparison with lead titanate and neglected effects

Lead titanate has a first-order transition, so its Landau energy needs a sixth-order term. Add \(\gamma(u+v)^3\) with \(\gamma=b/(3P_0^2)\), the tricritical case in which the ordinary fourth-power coefficient of the polarization length vanishes. This leaves \(P_0\) and both domain curvatures fixed. In (6) the new force at \(v=0\) is \(6p\gamma u^2\). It contributes \(-8\gamma p^5L\), a relative change \(-2\gamma p^2/B=-b/(3B)=-27\%\) at fixed width. The full solution falls from \(0.117\) to \(0.089\) V, or by 24%. The inputs matter at least as much, because \(B_0=2b-k/2\) is a difference of two rough numbers: \((\chi_\parallel,\chi_\perp)=(60,140)\) gives \(0.16\) V and \((80,105)\) gives \(0.08\) V in the quartic model. As a material estimate the example is therefore good to about a factor of two. First-principles calculations for this wall give a magnitude of roughly 0.2 V, the same order but about twice the sixth-order value. Mobile charge is a separate matter: where it is present, equilibrium takes the far step to zero, as shown above.

Other effects have these sizes:

- **Clamping.** Omitting it gives \(0.093\) V, 21% less. It belongs in the calculation.
- **Smaller polarization.** Lowering \(P_0\) by 10% at fixed \(A,B,C\) gives \(0.096\) V, close to the \(p^2\) scaling of \(\Delta\phi_0\). This is not a prediction for heating: with a sixth-order energy the effective coefficients also change with temperature, and the step can fall much faster and even change sign as the transition is approached.
- **Lattice planes.** The plane spacing is \(0.283\) nm, comparable with \(L\). Replacing derivatives by differences on this spacing gives \(0.115\) V for a centre on or between planes. This sizes discreteness in one simple lattice version, not in the real crystal.
- **Flexoelectricity.** A field \(F e_{ss}'\) integrates to \(F[e_{ss}]=0\), since \(e_{ss}\) is equal in the domains. With a rough \(F=3\) V and a central strain change of \(-0.24\%\), it makes a local potential feature of about \(0.007\) V. Shear flexoelectric coupling is not included and is larger. The strain \(e_{rs}=(Q_{11}-Q_{12})P_rP_s\) swings between \(\pm3.3\%\), and a field \(Fe_{rs}'\) along \(r\) with the same \(F\) makes a local feature of about \(0.04\) V, while the step at fixed \(G_r\) stays at \(0.117\) V. This coupling also renormalizes \(G_r\), which must be read as the effective value: a bare \(G_r\) of the same size would be roughly halved and the step would fall to about \(0.085\) V.
- **Bloch component.** With the cubic extension of \(f\), the local stiffness against \(P_z\) is at least \(4b(u+v)+2k(P_r^2+P_s^2)-2(Q_{12}\sigma_{rr}+Q_{11}\sigma_{zz})\); shear clamping can add to it. The minimum of this bound is positive, 0.25 of its domain value, so the example is stable against a small \(P_z\).

## Implementation

For a quick estimate, compute the clamped coefficients in (3) and use (2), provided \(|d|/p\) and \(4\epsilon_bCp^2\) are small. For another local energy, solve the corresponding wall equations and evaluate both (1) and (6); their agreement checks the normal force balance.

Equations (4) and (5) permit \(P_r\) odd and \(d\) even. Solving on \(s\ge0\) with \(P_r(0)=0\) and \(d'(0)=0\) fixes the wall position and removes the free translation that would make a Newton matrix nearly singular. The remaining conditions are \(P_r\to p\) and \(d\to0\). The integral over the half-line must be doubled.

The background permittivity must exclude the lattice response already present in \(w\). Using the full static permittivity in (1) would count that response twice. The numerical output lists the values used here.

## Computed results

```
Rough inputs, regime of lead titanate at room temperature
Spontaneous polarization P0: 75 uC/cm2
Longitudinal lattice susceptibility: 70
Transverse lattice susceptibility: 120
Background relative permittivity: 7
Electrostriction Q11, Q12, Q44: 0.09 -0.026 0.068 m4/C2
Compliances s11, s12, s44: 8.0 -2.5 9.0 1/TPa
Gradient coefficients G_r, G_s: 1e-10 2e-10 J m3/C2
Results
Far normal polarization p: 53.03 uC/cm2
Landau b: 3.585 1e8 J m5/C4
Landau k: 8.366 1e8 J m5/C4
A=C without clamping: 11.35 1e8 J m5/C4
B without clamping: 2.988 1e8 J m5/C4
A with clamping: 16.16 1e8 J m5/C4
B with clamping: 4.499 1e8 J m5/C4
C with clamping: 12.31 1e8 J m5/C4
Wall half-width L: 0.4691 nm
Peak polarization excess: 0.7146 uC/cm2
Charge of one lobe: 0.7145 uC/cm2
Net charge / lobe charge: -1.2e-16
Integrated excess: 0.7278 uC/cm2 nm
Peak wall field magnitude: 1.153 MV/cm
Step, small-eps limit: 0.1259 V
Denominator 1+4 eps_b C p^2: 1.086
Step, closed form: 0.116 V
Step, nonlinear solution: 0.1174 V
Step, double charge integration: 0.1174 V
Step, exact force identity: 0.1174 V
First correction eps_b*slope, formula: -0.07102
First correction eps_b*slope, numerical: -0.07084
Step with B reversed: -0.1155 V
Step with G_s tripled: 0.1174 V
Peak excess with G_s tripled: 0.6419 uC/cm2
Wrong step from constant-length rotation: 3.538 V
Array wall spacing: 50.02 nm
Array domain field, solved: 0.02351 MV/cm
Array domain field, step/spacing: 0.02347 MV/cm
Sensitivity and neglected effects
Step without elastic clamping: 0.09321 V
Step with eps_b doubled: 0.1098 V
Step with tricritical sixth-order term: 0.08914 V
Step with P0 lowered by 10 percent: 0.09636 V
Lattice plane spacing: 0.2828 nm
Lattice step, centre on plane: 0.1149 V
Lattice step, centre between planes: 0.1148 V
Normal strain change at centre: -0.2385 percent
Rough flexocoupling voltage: 3 V
Flexo potential bump scale: 0.007154 V
Least P_z stiffness / far value: 0.2544
Assumed carrier density: 1e+17 1/cm3
Screening length: 38.17 nm
Temperature: 300 K
Step energy / thermal energy: 4.542
Rough band gap: 3 eV
Open-circuit walls to reach the gap: 25.55
```
